# Coverage-dependent desorption barriers and prefactors from a family of thermal traces

When silicon is grown from silane or disilane at low temperature, hydrogen covers much of the surface, and growth waits for it to leave. A reactor model therefore needs the desorption rate at every coverage and temperature. One way to measure it is to cover a crystal with hydrogen, heat it in vacuum at a steady rate, and record the hydrogen that comes off. The signal rises as desorption is activated and falls as the surface empties. Temperature and coverage change together, and the problem is to separate them.

## What one trace measures

Let $\theta$ be the number of H atoms per surface Si atom, in monolayers (ML), and let $r=-d\theta/dt$ in ML/s. The temperature rises as $dT/dt=\beta$. Assume first-order desorption from a uniformly heated surface without readsorption:

$$r=\nu(\theta)\,\theta\,e^{-E(\theta)/kT}. \tag{1}$$

The barrier $E$ and prefactor $\nu$ may depend on coverage but not on temperature. The rate depends on the present $\theta$ and $T$, not on how the surface reached them.

Since nothing is left at the end of the ramp, the coverage at any moment is what has yet to desorb:

$$\theta(T)=\frac1\beta\int_T^{T_{\rm end}} r\,dT'. \tag{2}$$

One trace thus gives both $r$ and $\theta$, which invites a plot of $\ln(r/\theta)$ against $1/T$. To find its slope, take the logarithm of (1), $\ln(r/\theta)=\ln\nu-E/kT$, and differentiate along the trace. With primes for $d/d\theta$,

$$\frac{d\ln(r/\theta)}{dT}=\frac{E}{kT^2}+\left[(\ln\nu)'-\frac{E'}{kT}\right]\frac{d\theta}{dT}.$$

Here $d\theta/dT=-r/\beta$. The barrier read from the plot is the derivative with respect to $-1/kT$, so we divide by $d(-1/kT)/dT=1/kT^2$:

$$E_{\rm trace}=E+\frac{rT}{\beta}\left[E'-kT(\ln\nu)'\right]. \tag{3}$$

The second term arises because the coverage moves while the temperature does. It vanishes for constant kinetics, or when the two derivatives happen to cancel.

To see its size, take the model laws

$$E=2.50-0.12\,\theta^2\ \text{eV},\qquad \nu=2\times10^{15}e^{-0.8\theta}\ \text{s}^{-1},$$

with $\theta$ in ML. Integrating (1) numerically from 0.95 ML at 2 K/s gives a trace that peaks at 772 K. It passes 0.5 ML at 757.6 K with $r=0.0249$ ML/s. There $rT/\beta=9.42$, $E'=-0.12$ eV and $kT(\ln\nu)'=-0.052$ eV, so the extra term is $9.42(-0.120+0.052)=-0.64$ eV. The plot would report 1.83 eV where the barrier is 2.47 eV. The barrier varies by only 0.12 eV over the whole monolayer, yet the error is five times as large, even though the prefactor term cancels part of the barrier term.

## Holding the coverage fixed

The cure is to compare different traces at the same coverage $\theta^*$. Equation (1) then reads

$$\ln r_i=\ln[\nu(\theta^*)\theta^*]-E(\theta^*)\,x_i,\qquad x_i=\frac1{kT_i}. \tag{4}$$

Both coefficients are constants, so the points lie on a straight line whatever the functions $E(\theta)$ and $\nu(\theta)$ are. The slope does not require the reaction order. The intercept does: if second order were assumed, it would be read as $\ln(\nu_2\theta^{*2})$, giving $\nu_2=\nu/\theta^*$ and the same barrier.

The procedure for each trace is to integrate backwards from the end by the trapezoidal rule, find by linear interpolation the temperature at which $\theta=\theta^*$, and interpolate the rate there. If the signal has constant noise $\sigma$, the error of $\ln r$ is $\sigma/r$, so each point receives the weight $w_i=r_i^2$. Let a bar denote the weighted mean and $y=\ln r$. The fitted line gives

$$E_{\rm fit}=-\frac{\sum w_i(x_i-\bar x)y_i}{\sum w_i(x_i-\bar x)^2},\qquad \ln\nu_{\rm fit}=\bar y+E_{\rm fit}\bar x-\ln\theta^*. \tag{5}$$

Design A uses nine starting coverages, 0.15 to 0.95 ML in steps of 0.10, all heated at 2 K/s from 550 to 900 K and sampled every 0.25 K. Five traces pass 0.5 ML:

| Start (ML) | $T$ (K) | $x$ (1/eV) | $\ln r$ |
|---|---|---|---|
| 0.55 | 727.7 | 15.947 | −5.249 |
| 0.65 | 744.8 | 15.581 | −4.345 |
| 0.75 | 751.6 | 15.439 | −3.995 |
| 0.85 | 755.4 | 15.363 | −3.807 |
| 0.95 | 757.6 | 15.317 | −3.695 |

The end points alone give $E\approx1.554/0.630=2.47$ eV, as does the weighted fit. From the last row, $\ln\nu=-3.695+2.470\times15.317-\ln0.5=34.83$, or $\nu=1.3\times10^{15}$ s⁻¹. The input law gives the same value.

Over the range from 0.1 to 0.7 ML the recovered barrier falls from 2.499 to 2.441 eV, and $\log_{10}(\nu\,{\rm s})$ falls from 15.27 to 15.06. For these noiseless traces the largest barrier error at the seven coverages 0.1, 0.2, …, 0.7 ML is 0.1 meV. Keeping only one sample every 2 K raises it to 9 meV, a value that varies by several meV with where the samples fall. Coarse sampling can thus matter even without noise.

## Where the temperature spread comes from

The temperatures in the table crowd together as the starting coverage rises. Constant kinetics shows why. Dividing (1) by $\theta$ and integrating from the start $\theta_0$ to $\theta^*$ gives

$$L\equiv\ln\frac{\theta_0}{\theta^*}=\frac{\nu}{\beta}\int_{T_0}^{T}e^{-E/kT'}dT'\approx\frac{\nu}{\beta}\frac{kT^2}{E}e^{-E/kT}.$$

The last form follows because the derivative of $(kT^2/E)e^{-E/kT}$ is $e^{-E/kT}(1+2kT/E)$. The correction $2kT/E$ is about 5% here, and the contribution of the cold lower limit is negligible. Solving for the exponential and multiplying by $\nu\theta^*$,

$$r\approx\theta^*\frac{\beta L E}{kT^2},\qquad \Delta\ln r\approx\Delta\ln(\beta L)-2\Delta\ln T. \tag{6}$$

There are two ways to spread the points: change the starting coverage, which changes $L$, or change the heating rate. The first has a ceiling, because $L$ cannot exceed $\ln(1/\theta^*)$ when the surface holds at most 1 ML. At the other end, $\theta_0\to\theta^*$ makes $L$ small and extends the line towards low temperature, but the signal vanishes in proportion to $L$ while the gain is only logarithmic.

With constant $E=2.45$ eV and $\nu=10^{15}$ s⁻¹, moving the start from 0.55 to 0.95 ML at 2 K/s spans 1.81 in $\ln r$ at 0.5 ML. Raising $\beta$ from 0.5 to 8 K/s at a start of 0.95 ML spans 2.63. For the coverage-dependent laws, design A spans 1.55. Design B, with a start of 0.95 ML and rates of 0.5, 1, 2, 4 and 8 K/s, spans 2.66. On leverage alone, B looks better.

## How a measurement error becomes a barrier error

Three errors can enter a point: $\delta r_i$ in the rate, $\delta\theta_i$ in the integrated coverage, and $\delta x_i$ in the inverse temperature, each defined as recorded minus true. When the integral reads $\theta^*$, the true coverage is $\theta^*-\delta\theta_i$. To first order this lowers $\ln r$ by $g_i\delta\theta_i$, where, from (1),

$$g=\left(\frac{\partial\ln r}{\partial\theta}\right)_T=\frac1\theta+(\ln\nu)'-\frac{E'}{kT}.$$

The rate error adds $\delta r_i/r_i$. Finally, the true abscissa is $x_i-\delta x_i$, so $-E(x_i-\delta x_i)$ exceeds the expected $-Ex_i$ by $E\delta x_i$. The recorded point therefore departs from the line by

$$u_i=\frac{\delta r_i}{r_i}-g_i\,\delta\theta_i+E\,\delta x_i.$$

Putting $y_i=a-Ex_i+u_i$, with $a$ the intercept, into (5), the constant drops out and

$$\delta E=-\frac{\sum w_i(x_i-\bar x)u_i}{\sum w_i(x_i-\bar x)^2}. \tag{7}$$

An error common to all points shifts the prefactor but leaves the barrier alone. What matters is how the error varies along the line.

**Noise.** Give every sample an independent error of $\sigma=4\times10^{-4}$ ML/s, about 1.5% of the largest peak, and smooth with a moving quadratic fit over 21 samples. Let $S$ be the sum of the squared smoothing coefficients, $\Delta t$ the time between samples, and $N_i$ the number of samples after $T_i$. The smoothed rate has variance $S\sigma^2$ and the coverage has variance $\sigma^2\Delta t^2N_i$. Half of the smoothing window also belongs to the coverage integral, so their covariance is $\sigma^2\Delta t/2$. Hence

$$\operatorname{var}u_i=\sigma^2\left[\frac{S}{r_i^2}-\frac{g_i\Delta t}{r_i}+g_i^2\Delta t^2N_i\right],$$

$$\sigma_E^2=\frac{\sum w_i^2(x_i-\bar x)^2\operatorname{var}u_i}{\left[\sum w_i(x_i-\bar x)^2\right]^2}.$$

For design A at 0.5 ML this predicts 0.032 eV, and 500 repetitions with fresh random noise scatter by the same amount. The scatter is 0.029 eV at 0.2 ML and 0.050 eV at 0.7 ML, where three traces remain.

These numbers limit what can be claimed. The true barrier changes by 0.054 eV between 0.2 and 0.7 ML. If the two errors are treated as independent, their difference has a standard deviation of 0.058 eV. One noisy family would not establish the coverage dependence; about ten averaged families would bring it to three standard deviations.

The prefactor inherits the barrier error. By (5), $\delta\ln\nu\approx\bar x\,\delta E$, apart from the smaller errors of the means. At 0.5 ML the scatter in $\log_{10}\nu$ is 0.21, a factor of 1.6. Yet the rate constant $\kappa=\nu e^{-E/kT}$ obeys

$$\ln\kappa(T)=\bar y-\ln\theta^*+E_{\rm fit}\left(\bar x-\frac1{kT}\right),$$

so the barrier error disappears at $kT=1/\bar x$, here 754 K. The scatter of $\ln\kappa$ is 0.004 there and 0.09 at 923 K. Barrier and prefactor should be passed on as a pair, with their correlation. Rounding one alone spoils the well-determined rate.

**Baseline and sensitivity.** A constant offset $b$ gives $\delta r=b$ and $\delta\theta_i=b(T_{\rm end}-T_i)/\beta$. For $b=10^{-4}$ ML/s the fitted barrier at 0.5 ML moves by −10 meV, and (7) predicts −11 meV. The coverage error grows with the time left on the ramp, so recording long after the signal has died enlarges it. At one heating rate the addition is the same for every trace, so it mainly mislabels the coverage and hardly changes the barrier. Stopping too early instead loses real coverage.

A sensitivity too high by a factor $c$ multiplies both $r$ and $\theta$. When the integral reads $\theta^*$, the surface holds $\theta^*/c$, and the recorded rate is

$$c\,\nu(\theta^*/c)\,\frac{\theta^*}{c}\,e^{-E(\theta^*/c)/kT}.$$

The factors of $c$ outside the functions cancel. The analysis returns a correct barrier and prefactor under the wrong coverage label. For $c=1.1$ the barrier quoted at 0.5 ML is 5 meV too high.

## The cost of mixing heating rates

The pump does not remove gas instantly. Expressed as a rate, the pressure signal $P$ obeys

$$\tau\frac{dP}{dt}+P=r,\qquad \tau=\frac{\text{chamber volume}}{\text{pumping speed}}. \tag{8}$$

For 50 L and 250 L/s, $\tau=0.2$ s. Integrating (8) from $t$ to the end, where $P=0$, gives

$$\int_t^\infty P\,dt'=\theta(t)+\tau P(t).$$

To first order in $\tau$, $P\approx r-\tau\,dr/dt\approx r(t-\tau)$. The apparent coverage is likewise $\theta+\tau r=\theta-\tau\,d\theta/dt\approx\theta(t-\tau)$. Rate and coverage are delayed together, so the lag acts as a temperature reading too high by $\beta\tau$, with $\delta x=-\beta\tau/kT^2$.

At one heating rate $\delta x=-\beta\tau kx^2$, and its slope against $x$ is $-2\beta\tau/T$. Equation (7) then gives $\delta E\approx2E\beta\tau/T=2.6$ meV for design A. The fit to lagged traces shifts by 2.4 meV.

When the heating rate itself spreads the points, the temperature error grows along the line. Since $dx=-dT/kT^2$, the slope of $\delta x$ against $x$ is approximately $\tau\,d\beta/dT$. At fixed $L$, (6) and (1) give $d\ln\beta/dT\approx E/kT^2$ to leading order in $kT/E$. The local shift is therefore

$$\delta E\approx-E\,\frac{\beta\tau E}{kT^2}.$$

At equal $\beta$ this is $E/2kT\approx19$ times the single-rate shift, with the opposite sign. Design B also includes faster ramps, which carry most of the weight. With the same $\tau$ and target coverage its barrier moves by −96 meV, three times the random error found for design A.

The larger leverage of B is usable if the lag is removed first. Equation (8) itself supplies the correction: form $r=P+\tau\,dP/dt$, then integrate that rate. Applied to the noiseless lagged traces with $\tau$ known, it restores 2.470 eV. Differentiation amplifies noise, so real data need smoothing first. An error in $\tau$ leaves roughly the same fraction of the 96 meV shift: 10% leaves about 10 meV. The remainder exceeds the random error of one design A family when $\tau$ is wrong by about a third. It is systematic, however, and does not average away: ten A families reach about 10 meV, which a 10% error in $\tau$ already matches. Equation (8) also does not remove other delays that scale with $\beta$. A thermometer that lags the sample by 0.1 s shifts the barrier of B by about +50 meV and that of A by about −1 meV. Where such delays are not known well, one heating rate with many starting coverages is the safer design.

## When the barrier is not an elementary one

Reading the slope in (4) as $-E$ assumes that $E$ and $\nu$ do not depend on temperature. A straight line alone does not prove this: a barrier that changes linearly with temperature also gives one, with a different slope. Hydrogen on Si(100) gives a reason to doubt the assumption of temperature independence. Surface atoms form dimers, and hydrogen prefers to fill both sites of one dimer. As a simple model, suppose that molecules leave only from filled dimers and that pairing stays in equilibrium. Paths that take one atom from each of two neighbouring dimers are left out.

Let $d$ and $e$ be the fractions of filled and empty dimers, and $s$ the fraction holding one atom. Their statistical weights are $z^2e^{\varepsilon/kT}$, $1$ and $2z$, where $z$ is the activity and $\varepsilon$ the pairing energy. Eliminating $z$ gives $ed/s^2=e^{\varepsilon/kT}/4$. Counting atoms and dimers gives $s=2(\theta-d)$ and $e=1-2\theta+d$, so

$$e\,d=(\theta-d)^2e^{\varepsilon/kT}.$$

A filled dimer loses two atoms from two sites, so $r=\nu_d\,d\,e^{-E_d/kT}$. At fixed $\theta$ and with $x=1/kT$, differentiate the logarithm of the equilibrium condition, noting that $e$ changes by the same amount as $d$:

$$\frac{\partial d}{\partial x}\left(\frac1e+\frac1d+\frac2{\theta-d}\right)=\varepsilon.$$

The barrier found at fixed coverage is $-\partial\ln r/\partial x$, hence

$$E_{\rm iso}=E_d-\frac{\varepsilon}{1+d/e+2d/(\theta-d)}. \tag{9}$$

With strong pairing $\theta-d\to0$, and the elementary barrier is recovered. As $\theta\to0$ at fixed temperature, $d\approx\theta^2e^{\varepsilon/kT}$: desorption becomes second order and the measured barrier tends to $E_d-\varepsilon$.

For $\varepsilon=0.25$ eV and $\theta=0.1$ ML, $d=0.062$ at the mean temperature of the fit. The denominator is 4.3 and the shift is −58 meV. Simulating traces with this rate law, using $E_d=2.50$ eV and $\nu_d=10^{15}$ s⁻¹, and analysing them as design A gives −57 meV. At 0.5 ML both lie between −16 and −17 meV. The fit describes the rate in its window to better than 1%, but its apparent coverage dependence comes from pairing, since $E_d$ was constant.

## Beside a real surface

Hydrogen leaving the Si(100) monohydride is nearly first order, with a barrier of roughly 2.5 eV and a peak near 800 K. The model lies in that regime, but its coverage laws are chosen, not measured. Real samples are also unevenly heated. If half the crystal is 5 K hotter and half 5 K colder than the reading, the fitted barrier of design A at 0.5 ML falls by 40 meV; for ±2.5 K it falls by 10 meV. Readsorption matters far less. With $6.8\times10^{14}$ sites/cm², a 1 cm² sample and gas at 300 K, the peak pressure rise is $1.2\times10^{-9}$ Torr. Even an assumed sticking probability of $10^{-4}$ returns only $2\times10^{-5}$ of the desorbed gas. For these settings, temperature uniformity and pairing deserve attention before readsorption does.
